Meyer capacitances close the gate charge but not source and drain

A thin-film transistor that is the same from either end has its gate held at a fixed voltage, high enough to keep the whole channel conducting. Source and drain are driven by two equal sinusoids, a quarter of a period apart. Each end is the higher one for half of the time, and by as much as the other. Does a direct current flow from one end to the other?

The answer depends on how a circuit model treats the charge stored in the channel. The Meyer model represents it by two voltage-dependent capacitors, gate to source and gate to drain. Each is reciprocal: the current entering one plate leaves the other. For the device below this model gives a direct current of 20 nA at 100 kHz. The channel equation from which its capacitances are derived gives none.

**The channel and its gate charge**

The channel is uniform, n-type, of width W and length L, under an insulator of capacitance C_i per area. Let C = WLC_i, and let x run from 0 at the source to 1 at the drain. With gate voltage V_G, threshold V_T and local channel potential V, define the overdrive

u = V_G − V_T − V,

with end values a = V_GS − V_T at the source and b = V_GD − V_T at the drain, both positive. The gradual-channel approximation takes the mobile charge per area to be −C_i u. Diffusion is neglected. The mobility is μ = μ_r(u/u_r)^γ, where μ_r is its value at the overdrive u_r; a positive γ describes a mobility that rises with the carrier density. Let m = 2 + γ.

The transport current, counted positive when it enters the drain, is the mobile charge times the mobility times the slope of V. Since dV/dx = −du/dx,

I_DS = −CK u^(m−1) du/dx, with K = μ_r/(L² u_r^γ).

In a steady state I_DS is the same at every x. As u^(m−1) du = d(u^m)/m, integration from source to drain gives

I_DS = CK(a^m − b^m)/m,

and integration from the source to x gives the profile

u^m = (1−x)a^m + x b^m.

The gate charge is C∫u dx, apart from a constant that drops out of every current. Solving the profile for x gives dx = −m u^(m−1) du/(a^m − b^m), so that

Q_G(a,b) = C ∫_b^a m u^m du/(a^m − b^m)
= C [m/(m+1)] (a^(m+1) − b^(m+1))/(a^m − b^m).

At a = b the profile is flat and Q_G = Ca. The function is symmetric in a and b.

**The counter-example on a square**

The Meyer capacitances are

C_GS = ∂Q_G/∂a, C_GD = ∂Q_G/∂b.

With currents positive into the terminals, the capacitive parts are

i_G = C_GS da/dt + C_GD db/dt,
i_S = −C_GS da/dt,
i_D = −C_GD db/dt.

They add to zero at every instant, so no net charge can appear in the device as a whole. The gate current is dQ_G/dt, so the gate charge also returns to its starting value. Source and drain have to be examined one at a time.

Take the closed path through the corners (a,b) = (a₁,a₁), (a₂,a₁), (a₂,a₂), (a₁,a₂) and back, with a₂ > a₁. The drain capacitor carries charge only on the two legs where b changes. On each of these a is constant, so the integral of C_GD is a difference of Q_G:

at a = a₂, b rising: Q_G(a₂,a₂) − Q_G(a₂,a₁),
at a = a₁, b falling: Q_G(a₁,a₁) − Q_G(a₁,a₂).

Using Q_G(a,a) = Ca and the symmetry of Q_G, and remembering the minus sign in i_D, the charge that has entered the drain is

q_D = 2Q_G(a₂,a₁) − C(a₁ + a₂).

The legs where a changes give ∮C_GS da = [Q_G(a₂,a₁) − Ca₁] + [Q_G(a₁,a₂) − Ca₂], which is the same expression. The source current carries a minus sign, so q_S = −q_D. Every voltage is back where it began, yet the capacitors have moved charge from one end to the other.

For numbers, take W = 50 µm, L = 10 µm and 100 nm of silicon dioxide with relative permittivity 3.9. Then C_i = 34.53 nF/cm² and C = 0.1727 pF. Let γ = 0.25, so m = 2.25, with V_G = 10 V and V_T = 1 V. If source and drain each move between 1 V and 7 V, the overdrives move between a₂ = 8 V and a₁ = 2 V. The corner value is

Q_G(8,2)/C = (2.25/3.25)(8^3.25 − 2^3.25)/(8^2.25 − 2^2.25) V = 5.7305 V,

and therefore

q_D/C = 2 × 5.7305 V − 10 V = 1.461 V,
q_D = 0.1727 pF × 1.461 V = 0.252 pC.

This is no rounding error of a simulation: each leg was integrated in closed form.

**The sinusoidal drive**

For the opening question let the two ends swing by 3 V about 4 V:

a = 5 V + (3 V) cos θ, b = 5 V + (3 V) sin θ, θ = 2πft.

This is a circle in the (a,b) plane, traversed counterclockwise. Replacing θ by π/2 − θ exchanges a and b. Since I_DS changes sign under that exchange, its integral over a cycle equals minus itself and is zero. The transport current reaches 34.55 µA but has no average.

Integrating the Meyer currents round the circle gives q_D = 0.198 pC and q_S = −0.198 pC, about 1.2 million electrons per cycle. At f = 100 kHz the drain carries a direct current

f q_D = 10⁵ s⁻¹ × 0.198 pC = 19.8 nA.

It is small beside the peak transport current, but it has nothing to cancel it. It is proportional to frequency, because the charge per cycle depends on the path in the voltage plane and not on the speed along it. Running the cycle backwards reverses it.

**The general statement**

Within the region a > 0, b > 0, for a smooth Q_G:

1. The Meyer capacitors return zero charge at source and drain for every closed cycle if and only if Q_G(a,b) = f(a) + g(b).
2. A model whose capacitive currents are time derivatives of single-valued terminal charges Q_G, Q_S and Q_D returns zero at each terminal for every closed cycle.
3. For the uniform channel above, the continuity equation itself supplies such charges at source and drain. In a periodic steady state the drain receives ∮I_DS dt and nothing more, at any drive frequency for which the channel equation holds.

**Proof for the Meyer model**

For a counterclockwise loop, Green's theorem states that ∮R db is the area integral of ∂R/∂a. With R = C_GD,

q_D = −∮C_GD db = −∬ (∂²Q_G/∂a∂b) da db.

If Q_G = f(a) + g(b), the mixed derivative vanishes and so does q_D. Conversely, suppose that q_D is zero for every loop. If the mixed derivative were nonzero at some point, it would keep its sign in a small square around that point, and the loop round the square would give a nonzero charge. It must therefore vanish everywhere. Then ∂Q_G/∂b does not depend on a, and integrating it over b gives g(b) plus a function of a alone. The source follows from q_S = −q_D, which holds because ∮dQ_G = 0.

For the present channel the mixed derivative has a definite sign. Differentiating the profile at fixed x gives

u^(m−1) ∂u/∂a = (1−x)a^(m−1), u^(m−1) ∂u/∂b = x b^(m−1).

Hence

C_GS = C∫(1−x)(a/u)^(m−1) dx,
C_GD = C∫x(b/u)^(m−1) dx.

In C_GD only u depends on a. The derivative of u^(1−m) with respect to a is (1−m)u^(−m) ∂u/∂a = −(m−1)(1−x)a^(m−1)u^(1−2m), and so

∂²Q_G/∂a∂b = −C(m−1)(ab)^(m−1) ∫x(1−x)u^(1−2m) dx.

For m > 1 this is negative throughout the region. No simple counterclockwise loop escapes the error, and every one sends false positive charge into the drain terminal. For the circle, a numerical area integral and the line integral both give q_D/C = 1.14723 V.

Three limits show where the error comes from.

For a small loop around a = b = a₀, the profile is flat, the integral is a₀^(1−2m)/6, and

q_D ≈ C(m−1) × (loop area)/(6a₀).

With a₀ = 5 V and a radius of 3 V this gives q_D/C = 1.178 V. That is 2.7 % above the integrated value, although the loop is far from small. The error is thus present around zero source-drain voltage and is not a peculiarity of saturation.

For m = 1, where the mobility would fall as 1/u, the profile is linear and Q_G = C(a+b)/2. This is a sum of separate functions, and the Meyer model closes.

In saturation b is negative and the channel is empty at the drain, so b is replaced by zero in the formulas above. Then Q_G = Cm a/(m+1) depends on a alone, C_GD vanishes, and a cycle lying wholly in saturation also closes.

**Proof for terminal charges**

Statement 2 is the fundamental theorem of calculus: the integral of dQ_D/dt over a cycle is the final value of Q_D minus the initial one, and these are equal. That alone does not show that a real channel has such a charge. The Meyer transfer might have been a genuine effect that the charge functions suppress. The continuity equation decides the matter.

When the voltages vary in time, let j(x,t) be the flow of overdrive towards the drain, so that Cj is the conventional current flowing from drain to source inside the channel:

j = −K u^(m−1) ∂u/∂x = −(K/m) ∂(u^m)/∂x,
∂u/∂t = −∂j/∂x.

The terminal currents are i_D = Cj(1,t) and i_S = −Cj(0,t). Integrating j over x by parts and then using continuity gives

∫j dx = j(1,t) − ∫x (∂j/∂x) dx
= j(1,t) + d/dt ∫x u dx.

The left side can also be found directly. Because j is an x-derivative of a function of u, its integral depends on the end values alone:

∫j dx = K(a^m − b^m)/m = I_DS(a,b)/C,

whatever the profile between them. Combining the two results,

i_D = I_DS(a,b) + dQ_D/dt, Q_D = −C∫x u dx.

The same steps with weight 1−x give i_S = −I_DS(a,b) + dQ_S/dt with Q_S = −C∫(1−x)u dx. The weights add to one, so Q_G + Q_S + Q_D = 0.

No assumption of slow drive has entered. If the profile repeats after each period, Q_D repeats too, and the drain receives ∮I_DS dt. For the sinusoidal drive that integral is zero. The 19.8 nA is therefore false within the very channel model from which C_GS and C_GD were derived.

A practical charge model adds one approximation: it evaluates Q_D on the steady profile belonging to the present a and b. This makes Q_D a function of the terminal voltages. It can distort the current waveform in time, but it cannot spoil the closure.

Both points can be seen in a numerical solution of the time-dependent continuity equation, with a mobility of 10 cm²/Vs at 10 V overdrive. After two settling cycles, the drain charge in excess of ∮I_DS dt was at most 1.5×10⁻⁸ pC for periods of 0.05, 1 and 4 µs, against the Meyer value of 0.198 pC. The excess current i_D − I_DS was also compared with the two models. The root-mean-square errors below are averaged uniformly in time over one period, relative to the root-mean-square excess current.

Period 0.05 µs: charge model 31 %, Meyer 60 %.
Period 1 µs: charge model 1.9 %, Meyer 71 %.
Period 4 µs: charge model 0.5 %, Meyer 72 %.

The charge model becomes accurate as the drive slows, its error falling about fourfold between the last two periods. The Meyer error does not go away. At 0.05 µs the steady profile is a poor guide to the waveform, yet the cycle charge still closes.

**What reciprocity does and does not say**

Define C_ij = −∂Q_i/∂V_j for two different terminals i and j. On the steady profile,

∂Q_D/∂a = −C∫x(1−x)(a/u)^(m−1) dx,
∂Q_D/∂b = −C∫x²(b/u)^(m−1) dx.

At a = b these are −C/6 and −C/3. Raising V_G raises both a and b, so C_DG = C/6 + C/3 = C/2. The Meyer value C_GD is also C/2 there. The charge model is thus reciprocal between gate and drain at that bias, and the Meyer model still fails around it.

What differs is the response of the drain to the source. Raising V_S lowers a, so C_DS = ∂Q_D/∂a = −C/6, while the Meyer model has no source-drain element. Near equal bias the two capacitive drain currents are

charge model: i_D = −(C/6) da/dt − (C/3) db/dt,
Meyer model: i_D = −(C/2) db/dt.

They agree when a and b move together and differ when one end moves alone. A quarter-period delay between the ends brings the difference out.

Reciprocity compares the coefficients of two terminals at one bias. Closure concerns one terminal over a range of biases: if its charge increment is P da + R db, it requires ∂P/∂b = ∂R/∂a. Constant capacitors satisfy both conditions. The Meyer drain has P = 0 and R = −C_GD, and fails the second whenever C_GD depends on a.

**Time steps do not cure it**

A simulator that multiplies a capacitance by a voltage step adds an error of its own. With the capacitance taken at the start of each step, the circular cycle gives:

100 steps: gate −0.0138 pC, drain 0.2048 pC.
200 steps: gate −0.0069 pC, drain 0.2015 pC.
400 steps: gate −0.0034 pC, drain 0.1998 pC.

The gate error tends to zero, because the underlying integral closes; it halves with the step, because this stepping rule is of first order. The drain charge settles towards 0.198 pC, because its integral does not. Refining the step thus separates a fault of integration from a fault of the model.

**Comparison with a real transistor**

The dimensions, mobility and insulator are rough typical values for a transistor of amorphous indium gallium zinc oxide. The drive is not typical of a display pixel. Equal sinusoids were chosen because they cancel the transport charge, which they do at any delay; the quarter period opens the path in the voltage plane into a circle. Some neglected effects are small here. Diffusion at 300 K changes the Meyer charge of the square cycle by −0.4 % if the charge densities at the two ends are held fixed; its effect on those densities adds a change of the order of one per cent, whose sign depends on how the threshold is defined. On the circular cycle the lateral field of the steady profile is at most 0.039 of the vertical field in the oxide, or about 0.1 of that at the surface of a semiconductor with relative permittivity 10, which supports the gradual-channel approximation there. The largest oxide field, 0.90 MV/cm, is well below the rough 10 MV/cm at which good silicon dioxide breaks down. The mobility exponent matters more: γ = 0 and γ = 0.5 give 0.207 and 0.294 pC for the square, against 0.252 pC. A constant overlap capacitance, 0.052 pF a side for 3 µm of overlap, has a linear charge function and adds nothing over a cycle.

One assumption that real devices can break is that of a channel without memory. Slow traps at a rough density of 10¹¹ cm⁻² hold 0.080 pC, or 40 % of the false charge on the circle. If they fill from one end and empty to the other, they transfer real charge. They also shift the threshold, by up to 0.080 pC/0.1727 pF = 0.46 V. A shift that varies during the cycle can upset the cancellation of the transport current, and an average imbalance of one thousandth of its peak is already 35 nA. Unequal contacts do the same: a rough contact resistance of 10 Ω cm drops 69 mV at peak current, and with 10 Ω cm at the source and 5 Ω cm at the drain the continuity equation gives a direct current of about 57 nA at 100 kHz. Equal contacts are not quite harmless either. The capacitive currents flowing through them shift the voltages at the ends of the channel, and with 10 Ω cm at both ends the drain receives a real −0.0055 pC per cycle, or 0.55 nA at 100 kHz. Like the Meyer term, this current is proportional to frequency and reverses with the direction of the cycle, but it is about 3 % of that term and of opposite sign. A direct current measured on a real device would therefore not by itself vindicate the Meyer term.

The proof also needs a uniform threshold. If V_T varies along the channel, the flow becomes j = −K u^(m−1)(∂u/∂x + dV_T/dx). The integral of the second term depends on the whole profile and not on its end values alone, so the argument no longer excludes a real transfer. The capacitive currents of a model with charge functions would still return zero over a cycle, and whether that is right has to be found from the continuity equation for that channel. For a threshold that rises symmetrically as sin²(πx) by 0.46 V at the middle, it is not: the drain receives a real −0.003 pC per cycle on the circular drive, reversed when the cycle is reversed. If V_T is not symmetric about the middle of the channel, the transport current need not cancel either. Conservation at the terminals is a property of the model's form; its truth for a given device rests on the physics of the channel.

Numbers as computed

```
channel width, length: 50, 10 um
oxide thickness: 100 nm; permittivity 3.9
mobility at 10 V overdrive: 10 cm2/Vs
mobility exponent gamma: 0.25; m: 2.25
gate, threshold voltage: 10, 1 V
source/drain mean, amplitude: 4, 3 V
overdrive centre, min, max: 5, 2, 8 V
frequency: 100 kHz
oxide capacitance: 34.53 nF/cm2
channel capacitance C: 0.1727 pF
Meyer circle, drain charge/C: 1.14723 V
minus area integral/C: 1.14723 V
small-loop estimate/C: 1.17810 V
Meyer circle, drain charge: 0.1981 pC
Meyer circle, source charge: -0.1981 pC
Meyer circle, gate charge: 0.0e+00 pC
charge model, drain charge: 3.9e-17 pC
false charge in electrons: 1.236e+06
false dc drain current: 19.81 nA
peak transport current: 34.55 uA
square: Q_G(max,min)/C: 5.73053 V
square: drain charge/C: 1.46105 V
square: drain charge: 0.2523 pC
square with gamma 0.0: 0.2072 pC
square with gamma 0.5: 0.2944 pC
100 steps: gate -0.01378, drain 0.20483 pC
200 steps: gate -0.00689, drain 0.20149 pC
400 steps: gate -0.00344, drain 0.19979 pC
continuity, period 0.05 us: excess drain 1.5e-08 pC
  rms error: charge model 32.91 %, Meyer 57.4 %
continuity, period 1.00 us: excess drain 1.1e-09 pC
  rms error: charge model 2.40 %, Meyer 74.1 %
continuity, period 4.00 us: excess drain 1.1e-09 pC
  rms error: charge model 0.61 %, Meyer 75.8 %
equal bias C_GD/C, C_DG/C: 0.5000, 0.5000
equal bias C_DS/C, charge model: -0.1667 (Meyer: none)
temperature: 300 K; kT/e: 25.9 mV
diffusion changes square charge by -0.39 %
contact resistance x width: 10 ohm cm (rough)
peak contact drop: 69 mV
mean power: 66.3 uW; heating on glass: 1.19 K
largest oxide field: 0.90 MV/cm
tunnelling factor: exp(-295)
largest sheet density: 1.72e+12 cm^-2
band filling at that density: 12.1 meV
largest lateral/vertical field ratio: 0.039
overlap 3 um: 0.0518 pF a side
charge in 1e11 cm^-2 slow traps: 0.0801 pC
```
